\section*{Least-squares fitting of B97-type exchange: conditioning and oscillating enhancement factors}

\section{The failure to be avoided}

Fit the linear coefficients of a B97-type exchange functional to the exact exchange energies of twenty fixed densities. At eighth order the root-mean-square (rms) residual is 0.037\% of the local exchange energy. The fitted enhancement factor, which should be a modest positive function, runs from $-38$ to $141$, and the energy of a density outside the fit is wrong by 20\%. The small residual gives no warning.

Two mechanisms make such fits ill-conditioned. The powers of the variable $u$ are nearly dependent, which magnifies rounding errors; a better basis and a better solver cure this. Integrated energies also carry little information about some shapes of the enhancement factor; no change of basis cures that. The numbers above come from a stable solution. The wild range of the enhancement factor is due to the second mechanism. The 20\% error is due to it only in part, since even a constant enhancement factor fitted to the same data misses that density by 8.6\%.

\section{The linear model}

For one spin density $n(\mathbf r)$ write
\begin{equation}
E_x[c]=\int e_x(n)\,g(u)\,d^3r,\qquad g(u)=\sum_{i=0}^{m}c_iu^i,
\label{model}
\end{equation}
\begin{equation}
u=\frac{\gamma s^2}{1+\gamma s^2},\qquad s=\frac{|\nabla n|}{n^{4/3}},\qquad \gamma=0.004 .
\end{equation}
The two spins contribute additively. Here $u=0$ where the gradient vanishes, and $u\to1$ where $s\to\infty$, as in an exponential tail. Correlation is left out, and the densities do not respond to $c$.

\paragraph{Local factor.} In a uniform gas with $k=(6\pi^2n)^{1/3}$, the one-spin density matrix at separation $r$, with $x=kr$, is
\begin{equation}
\frac{1}{2\pi^2}\int_0^k q^2\,\frac{\sin qr}{qr}\,dq
=\frac{\sin x-x\cos x}{2\pi^2r^3}
=\frac{k^3}{2\pi^2}\frac{j_1(x)}{x}=3n\,\frac{j_1(x)}{x}.
\end{equation}
With $k_e=e^2/4\pi\varepsilon_0$, the exchange energy per volume is
\begin{equation}
e_x=-\frac{k_e}{2}\int_0^\infty\frac{4\pi r^2}{r}\,\frac{9n^2j_1^2(kr)}{(kr)^2}\,dr
=-\frac{18\pi k_en^2}{k^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
\end{equation}
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ follows $(j_0^2+j_1^2)'=-4j_1^2/x$. The bracket falls from 1 to 0, so the integral is $1/4$. Hence
\begin{equation}
e_x=-\frac{9\pi}{2(6\pi^2)^{2/3}}k_en^{4/3}=-C\,k_e\,n^{4/3},\qquad
C=\frac32\Big(\frac{3}{4\pi}\Big)^{1/3}.
\end{equation}
The two forms of $C$ agree because both have the cube $81/(32\pi)$.

\paragraph{Design matrix.} For density $k$ define the average
\begin{equation}
\langle f\rangle_k=\frac{\int n_k^{4/3}f\,d^3r}{\int n_k^{4/3}\,d^3r},
\end{equation}
whose weight is positive and normalized. Dividing (\ref{model}) by the local energy $E_k^{\rm loc}=\int e_x(n_k)\,d^3r$ gives
\begin{equation}
F_k\equiv\frac{E_{x,k}^{\rm exact}}{E_k^{\rm loc}}\approx\sum_iA_{ki}c_i,\qquad A_{ki}=\langle u^i\rangle_k .
\end{equation}
Residuals are therefore relative to the local energy. If all lengths are multiplied by $\ell$, both $|\nabla n|$ and $n^{4/3}$ scale as $\ell^{-4}$, so $s$ is unchanged. Both energies scale as $\ell^{-1}$, so $F_k$ is unchanged too. The fit sees shapes, not sizes.

The coefficient $c_0$ is free here, so the uniform-gas limit $g(0)=1$ is not imposed. To impose it, fit $F_k-1$ with the columns $i\ge1$.

\paragraph{Exact targets.} With one orbital per spin, exchange cancels the self-repulsion. For a spherical density with charge fraction $Q(r)$ inside radius $r$, counting each pair once at its outer member gives
\begin{equation}
E_x^{\rm exact}=-\frac{k_e}{2}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'
=-k_e\int_0^\infty4\pi r\,n(r)\,Q(r)\,dr .
\label{exact}
\end{equation}

\section{Solving the least-squares problem}

The gradient of $\|Ac-F\|^2$ with respect to $c$ is $2A^T(Ac-F)$. Setting it to zero gives the normal equations $A^TAc=A^TF$. Let $\kappa$ denote the ratio of largest to smallest singular value. The eigenvalues of $A^TA$ are the squared singular values of $A$, so $\kappa(A^TA)=\kappa(A)^2$.

The factorization $A=QR$, with $Q^TQ=1$ and $R$ triangular, avoids forming $A^TA$. The normal equations become $R^TRc=R^TQ^TF$, and cancelling the invertible $R^T$ leaves $Rc=Q^TF$.

\section{A lower bound for the power basis}

For any set of $K\ge m+1$ densities,
\begin{equation}
\kappa(A)\ \ge\ \frac{T_m(3)}{\sqrt{m+1}},\qquad
T_m(3)=\tfrac12\big[(3+2\sqrt2)^m+(3-2\sqrt2)^m\big],
\label{bound}
\end{equation}
where $T_m$ is the Chebyshev polynomial. The proof takes four steps.
\begin{enumerate}
\item The first column of $A$ is all ones, so $\sigma_{\max}\ge\sqrt K$.
\item Let $c$ hold the power coefficients of $T_m(2u-1)$. This polynomial lies between $-1$ and $1$ on $0\le u\le1$, and so do its averages. Hence $\|Ac\|\le\sqrt K$ and $\sigma_{\min}\le\sqrt K/\|c\|$.
\item All its roots are positive, so its coefficients alternate in sign. Evaluating at $u=-1$ makes all terms add: $\sum_i|c_i|=|T_m(-3)|=T_m(3)$.
\item The Cauchy--Schwarz inequality gives $\|c\|\ge\sum_i|c_i|/\sqrt{m+1}$. Dividing step 1 by step 2 yields (\ref{bound}).
\end{enumerate}
Apart from the square root, the bound grows by a factor approaching $3+2\sqrt2\approx5.83$ per order.

For comparison, suppose $g$ itself were observed uniformly on $[0,1]$. The matrix of scalar products is then the Hilbert matrix, $\int_0^1u^{i+j}du=1/(i+j+1)$. The square root of its condition number at $m=8$ is $7.0\times10^5$, against a bound of $2.2\times10^5$. The densities used below give $1.4\times10^9$.

\section{What a change of basis can and cannot do}

Let $\mu$ be the average of the $K$ normalized weights, and let $p_0=1,p_1,\dots,p_m$ be polynomials orthonormal under $\mu$. Write $g=\sum_jd_jp_j$ and $B_{kj}=\langle p_j\rangle_k$. Since $u^i=\sum_jp_jS_{ji}$ with $S$ invertible, $A=BS$ and $d=Sc$. Both bases span the same functions, so in exact arithmetic the fitted $g$ is the same.

The singular values of $B$ have a direct meaning. The square of an average does not exceed the average of the square, so
\begin{equation}
\frac1K\|Bd\|^2=\frac1K\sum_k\langle g\rangle_k^2
\le\frac1K\sum_k\langle g^2\rangle_k=\int g^2\,d\mu=\|d\|^2 .
\end{equation}
Thus $\sigma\le\sqrt K$, with equality for a constant $g$. The quantity $\sigma_{\min}/\sqrt K=1/\kappa(B)$ is the smallest rms energy signal of any polynomial of degree at most $m$ and unit rms size under $\mu$. It measures how blind the energies are to the shape of $g$.

Furthermore $(B^TB)_{j0}=\sum_k\langle p_j\rangle_k=K\int p_j\,d\mu=K\delta_{j0}$. The constant is therefore a singular direction. Every other singular polynomial can be chosen orthogonal to it, has zero mean under $\mu$, and must change sign.

\section{How oscillations enter}

Let $B=\sum_ja_j\sigma_jv_j^T$ be the singular value decomposition, and let $q_j(u)$ be the polynomial with coefficients $v_j$. Then
\begin{equation}
g(u)=\sum_jq_j(u)\,\frac{a_j^TF}{\sigma_j}.
\label{svd}
\end{equation}
If the targets come from a polynomial in the span, $F=Bd^*$, then $a_j^TF=\sigma_jv_j^Td^*$. The small divisors cancel and $g^*$ is recovered. If instead $F=Bd^*+r$, the fit returns $d=d^*+\delta$ with
\begin{equation}
\|\delta\|\le\frac{\|r\|}{\sigma_{\min}}=\kappa(B)\,\frac{\|r\|}{\sqrt K}.
\label{amp}
\end{equation}
The remainder $r$ may be noise, or a part of exact exchange that $g^*$ does not describe. Its components along weakly seen directions are amplified into sign-changing polynomials.

For independent additive errors of standard deviation $\tau$ in the $F_k$ (energy errors measured relative to the local energy), the covariance of $d$ is $\tau^2(B^TB)^{-1}$. With $p$ the vector of values $p_j(u)$,
\begin{equation}
\mathrm{var}\,g(u)=\tau^2p^T(B^TB)^{-1}p=\tau^2\max_{d\ne0}\frac{(p^Td)^2}{\|Bd\|^2}.
\end{equation}
The second form follows from the Cauchy--Schwarz inequality applied to $(B^TB)^{1/2}d$ and $(B^TB)^{-1/2}p$. Raising the order enlarges the set over which the maximum is taken, so the error bar cannot fall. For the same reason the least-squares residual cannot rise. A higher order therefore buys a residual that is no larger at the price of a noise sensitivity that is no smaller.

\section{Algorithm and cost}

\begin{verbatim}
input: densities n_k, exact energies, gamma, order m, penalty lam
for each density k:
    compute u and weight w (proportional to n^(4/3) dV, sum 1)
    F[k] = E_exact[k] / E_local[k]
pool all points with weights w/K
V = Chebyshev polynomials in 2u-1 at the pooled points
R = triangular factor of sqrt(w/K) * V
p(u) = Chebyshev row(u) * inverse(R)     (triangular solve)
B[k,j] = sum over points of w * p_j(u)
minimize |B d - F|^2 / K + lam^2 * sum_{j>=1} d_j^2   by QR or SVD
report residual, singular values, error bar and plot of g
keep g as sum_j d_j p_j(u); convert to powers only at the end
\end{verbatim}
With $N$ grid points per density, building the basis costs of order $KN(m+1)^2$ operations and the final solve of order $K(m+1)^2$. Nothing is iterated, because the densities are fixed.

The penalty is the variance of $g$ under $\mu$, since $d_0$ is its mean. It does not depend on the basis used to represent $g$. For the non-constant singular directions, setting the gradient to zero gives
\begin{equation}
v_j^Td=\frac{\sigma_j}{\sigma_j^2+K\lambda^2}\,a_j^TF .
\end{equation}
Directions with $\sigma_j/\sqrt K\gg\lambda$ are nearly untouched; those with $\sigma_j/\sqrt K\ll\lambda$ are suppressed.

\section{Worked example}

The twenty normalized model densities are
\begin{equation}
n\propto\big[1+b(r/\ell)^2\big]e^{-(r/\ell)^p},\quad p\in\{1,1.25,1.5,2,3\},\ b\in\{0,0.3,1,4\},
\end{equation}
with $\ell=0.05$ nm, so $k_e/\ell=28.80$ eV. For $p=1$, $b=0$ and $x=r/\ell$, normalization gives $n\ell^3=e^{-x}/8\pi$ and $Q=1-e^{-x}(1+x+x^2/2)$. Equation (\ref{exact}) becomes
\begin{equation}
-\frac{E_x^{\rm exact}}{k_e/\ell}=\frac12\int_0^\infty xe^{-x}Q\,dx
=\frac12\Big[1-\frac14-\frac14-\frac3{16}\Big]=\frac5{32}.
\end{equation}
Thus $E_x^{\rm exact}=-28.80\times5/32=-4.50$ eV. The local energy is $-3.86$ eV, so $F=1.166$. Over the whole set $F$ lies between 1.128 and 1.173. Half of the pooled weight lies below $u=0.079$, and 1\% lies above $u=0.79$.

\begin{center}
\begin{tabular}{rrrrrr}
$m$ & $\kappa(A)$ & $\kappa(B)$ & rms (\%) & turning points & range of $g$\\
2 & $3.9\times10^2$ & 62 & 0.436 & 0 & $-1.9$ to 1.3\\
4 & $3.5\times10^4$ & 92 & 0.054 & 0 & $-8.4$ to 1.4\\
6 & $6.1\times10^6$ & 930 & 0.042 & 3 & $-4.1$ to 1.3\\
8 & $1.4\times10^9$ & $1.7\times10^4$ & 0.037 & 7 & $-38$ to 141
\end{tabular}
\end{center}
The range is taken over $0\le u\le1$.

\paragraph{Rounding.} At $m=8$, scaling the columns of $A$ to unit length lowers its condition number to $3.3\times10^7$. Its square, $1.1\times10^{15}$, is within a factor of ten of the reciprocal of the double-precision rounding unit. With these scaled columns the normal equations give coefficients with a relative error of order 1\%, while QR gives an error of order $10^{-10}$. Merely reordering the densities moves each figure by more than a factor of ten. Both are judged against a 60-digit solution with the same matrix entries, so errors in the entries themselves are not included. A change of radial grid, which does alter the entries, moves the fitted $g$ by less than 0.1\% of its range. The wild $g$ is thus the correct solution of the stated problem.

\paragraph{Oscillation.} Turning points appear from $m=5$ on. At $m=8$ there are seven, the most a polynomial of degree eight can have. The swings reach into the region that carries weight: $g(0.4)=-1.4$, $g(0.5)=-2.4$ and $g(0.7)=14$. The power coefficients reach $1.9\times10^5$ and largely cancel. The least visible polynomial also changes sign seven times.

Equation (\ref{amp}) shows that so large a change is permitted. Take the fourth-order fit as $g^*$; its rms misfit is $5.4\times10^{-4}$. The eighth-order fit may then differ from it by an rms amount under $\mu$ of up to $1.74\times10^4\times5.4\times10^{-4}\approx9.4$. This is an upper limit, not the actual difference.

\paragraph{Control.} Is the order alone to blame? Keep the densities and the order, and replace the targets by PBE exchange energies. Spin scaling evaluates the PBE variable at total density $2n$:
\begin{equation}
s_P=\frac{2|\nabla n|}{2(3\pi^2)^{1/3}(2n)^{4/3}}=\frac{s}{2(6\pi^2)^{1/3}} .
\end{equation}
Let $\mu_P,\kappa_P$ be the PBE parameters. Inserting $s^2=u/[\gamma(1-u)]$ gives
\begin{equation}
g_{\rm PBE}=1+\kappa_P-\frac{\kappa_P}{1+\mu_Ps_P^2/\kappa_P}
=1+\frac{\kappa_P\rho u}{1-u+\rho u},\quad
\rho=\frac{\mu_P}{4\kappa_P\gamma(6\pi^2)^{2/3}} .
\end{equation}
With $\kappa_P=0.804$ and $\mu_P=0.2195$, $\rho\approx1.12$. The denominator $1+(\rho-1)u$ vanishes only near $u=-8$, and the terms of the power series shrink by a factor $(\rho-1)u\le0.124$ per order on $[0,1]$. The function therefore lies almost within the span, and the remainder $r$ in (\ref{amp}) is tiny. The eighth-order fit recovers it on $[0,1]$ to about $10^{-10}$. Truncation contributes only $1.5\times10^{-11}$; the rest is amplified rounding. This accuracy is special to $\rho$ near 1; smoothness alone would not guarantee it. High order on these densities is therefore not sufficient to cause oscillation; the exact-exchange targets supply the components that are amplified.

\paragraph{Sensitivity.} Independent additive errors of $10^{-3}$ in $F_k$, that is 0.1\% of the local energy, give $g(0.5)$ a standard error of 0.048 at $m=4$ and 3.7 at $m=8$. The fourth-order value is confirmed by repeated fits to noisy targets.

\section{Failure modes and remedies}

\paragraph{Absence of oscillation is not enough.} The fits for $m=2$ to 4 have no turning point, yet $g$ becomes negative at large $u$. A density with enough weight there to make $\langle g\rangle$ negative would receive a positive exchange energy, whereas (\ref{exact}) is negative. Moreover, $g(0)$ is 1.33, 1.40 and 1.36 for $m=2$, 3 and 4, so the uniform gas would be overbound in exchange by 33 to 40\%. These fits illustrate the algorithm and are not usable functionals.

\paragraph{The residual does not predict transfer.} A density with two length scales, $n\propto e^{-r/\ell}+0.02\,e^{-r/4\ell}$, was kept out of the fit. Relative to its exact exchange energy, the error is 13\% at $m=1$, 4.2\% at $m=4$ and 20\% at $m=8$. All are far above the corresponding training residuals. This density is an extrapolation: its $F=1.072$ and $\langle u\rangle=0.21$ lie outside the training ranges, 1.128 to 1.173 and 0.13 to 0.16. A constant $g$ already misses it by 8.6\%, and the eighth-order fit without its least visible direction misses it by 11\%, so amplification accounts for only part of the 20\%. The course between these orders is not monotonic, and one density does not establish a best order.

\paragraph{The penalty is a partial remedy.} With $\lambda=0.003$ at $m=8$ the range of $g$ shrinks to $-5.3$ to 1.3, with three turning points. The rms residual rises from 0.037\% to 0.059\%. The negative values at large $u$ remain. They belong to well-seen directions, which the penalty damps only slightly: the six directions with $\sigma_j/\sqrt K>\lambda$ alone give a $g$ that falls to $-4.4$. A variance penalty uniform in $u$, tuned to the same residual, still leaves $g$ as low as $-2.3$. Where the sign or a limiting value of $g$ matters, it must be imposed as a constraint, and this has a price. Requiring $g\ge0$ on $[0,1]$ at $m=8$ raises the rms residual to 0.27\% and leaves the error for the held-out density at 21\%.

\paragraph{More data must be different data.} Repeating every density $M$ times multiplies all singular values by $\sqrt M$ and leaves $\kappa(B)$ unchanged. It averages independent noise, but does nothing for a systematic misfit, which repeats as well. New densities help when their distributions of $u$ make a poorly seen polynomial visible.

The numerical check checks the bound, the exact energies, the basis independence at fourth order, the noise formula and the PBE control. It also confirms that the eighth-order oscillation survives a change of radial grid.

\section*{Calculated quantities}
\begin{verbatim}
length ell = 0.050 nm; gamma = 0.004; densities K = 20
e^2/(4 pi eps0 ell) = 28.7993 eV
exponential density: exact E_x = -4.4999 eV, local E_x = -3.8596 eV, F = 1.16588
F over the set (no unit): min 1.12810, max 1.17317
pooled u quantiles 1%, 50%, 99% (no unit): 0.0001, 0.0790, 0.7902
Condition numbers (no unit); last column: sign changes of blind polynomial
m  bound  uniform-u  power  scaled-power  orthonormal  changes
1 2.121e+00 4.391e+00 1.233e+02 3.428e+01 2.040e+01 1
2 9.815e+00 2.289e+01 3.918e+02 7.850e+01 6.230e+01 1
3 4.950e+01 1.246e+02 3.626e+03 2.894e+02 7.255e+01 1
4 2.580e+02 6.904e+02 3.451e+04 1.939e+03 9.230e+01 2
5 1.373e+03 3.867e+03 6.219e+05 2.570e+04 4.613e+02 5
6 7.408e+03 2.180e+04 6.106e+06 2.074e+05 9.318e+02 6
7 4.039e+04 1.235e+05 9.561e+07 2.642e+06 5.030e+03 5
8 2.220e+05 7.022e+05 1.399e+09 3.344e+07 1.744e+04 7
Fits: rms and held-out error in %; g range on 0<=u<=1 (no unit);
bar = standard error of g(0.5) for 0.1% independent noise (no unit)
m  rms%  held-out%  turning-points  g_min  g_max  bar
1 0.95327 13.3124 0 1.0565 1.8114 0.009684
2 0.43626 6.3096 0 -1.9285 1.3336 0.0268
3 0.18636 8.0051 0 -5.3117 1.4025 0.0278
4 0.05380 4.2007 0 -8.3910 1.3562 0.04812
5 0.04242 6.0168 4 -3.8020 1.3498 0.06572
6 0.04240 6.1718 3 -4.0832 1.3497 0.3795
7 0.04217 8.2099 5 -13.2088 1.3506 1.174
8 0.03707 20.1869 7 -38.1680 141.2329 3.721
Power coefficients c_0, c_1, ... (no unit)
m=2: 1.3336 -0.12456 -3.1375
m=4: 1.3562 -0.26075 -10.409 35.993 -35.07
m=8: 1.3509 -0.94507 78.088 -2317.3 22390 -93711 1.8718e+05 -1.7549e+05 62011
u, g for m=2, 4, 6, 8, and penalized m=8 (no unit)
0.00 1.3336 1.3562 1.3479 1.3509 1.3246
0.10 1.2897 1.2585 1.2433 1.1921 1.2200
0.20 1.1832 1.1195 1.1202 1.4761 1.1623
0.30 1.0138 1.0289 1.1190 1.3163 1.2312
0.40 0.7817 0.9922 1.1402 -1.4369 1.1285
0.50 0.4869 0.9308 0.9778 -2.4150 0.7179
0.70 -0.2910 -0.0016 -0.5747 14.0946 -0.4329
0.85 -1.0392 -2.5888 -2.6769 -24.0780 -1.7489
1.00 -1.9285 -8.3910 -4.0832 141.2329 -5.3196
m=8 relative coefficient error: normal equations 9.86e-03, QR 4.42e-10
PBE control, m=8: largest error of g on 0<=u<=1 = 1.15e-10
penalty 0.003: rms 0.05874 %, g range -5.3196 to 1.3382, turning points 3
\end{verbatim}
